# Image energies of a donor and its electron near a silicon–oxide interface

## 1. A charge in front of a metal

Place a point charge \(q\) in vacuum at height \(d\) above a grounded metal plane. Above the plane the field is that of \(q\) together with an image charge \(-q\) at depth \(d\) below it. Two real charges \(q\) and \(-q\), a distance \(2d\) apart, would have the interaction energy

\[
U_{\rm pair}=-\frac{q^2}{4\pi\varepsilon_0(2d)} .
\]

The field energy of the real pair is shared equally between the two half-spaces, by mirror symmetry. With the metal present, only the upper half contains a field. The energy that depends on \(d\) is therefore

\[
U=\tfrac12U_{\rm pair}=-\frac{q^2}{16\pi\varepsilon_0d}.
\]

The half appears because the image is not an independent charge. A dielectric has a field on both sides, so this symmetry argument no longer suffices. The half survives, however, and a donor with its electron also has an interaction term without it.

## 2. The potential near the oxide

Silicon, of relative permittivity \(\varepsilon_s\), fills \(z>0\); oxide, of relative permittivity \(\varepsilon_o\), fills \(z<0\). The interface is sharp and carries no free charge, the oxide is thick, and the response is local, linear and static. A charge \(q\) sits in silicon at depth \(d\), and \(\rho\) is the lateral distance from it.

Write the potential as

\[
\phi(\boldsymbol\rho,z)=\int\frac{d^2k}{(2\pi)^2}\,e^{i\mathbf k\cdot\boldsymbol\rho}\phi_k(z).
\]

Poisson's equation then becomes

\[
-\frac{d}{dz}\left(\varepsilon\frac{d\phi_k}{dz}\right)+\varepsilon k^2\phi_k=\frac{q}{\varepsilon_0}\delta(z-d).
\]

In uniform silicon the decaying solution is \(A e^{-k|z-d|}\). Integrating across the source requires a slope change of \(-q/(\varepsilon_0\varepsilon_s)\). The slope changes by \(-2kA\), so \(A=q/(2\varepsilon_0\varepsilon_sk)\).

With the interface present, add the solution that decays into silicon, and in the oxide keep the one that decays as \(z\to-\infty\):

\[
\phi_k=A\begin{cases}e^{-k|z-d|}+R\,e^{-k(z+d)},&z>0,\\ T\,e^{-k(d-z)},&z<0.\end{cases}
\]

Continuity of \(\phi\) and of the normal displacement \(-\varepsilon_0\varepsilon\,\partial_z\phi\) at \(z=0\) gives

\[
1+R=T,\qquad \varepsilon_s(1-R)=\varepsilon_oT .
\]

Substituting the first into the second,

\[
\varepsilon_s-\varepsilon_o=R(\varepsilon_s+\varepsilon_o),
\]

\[
R=Q\equiv\frac{\varepsilon_s-\varepsilon_o}{\varepsilon_s+\varepsilon_o},\qquad
T=1+Q=\frac{2\varepsilon_s}{\varepsilon_s+\varepsilon_o}.
\]

To return to real space, note that \(Ae^{-k|z-d|}\) is the transform of the ordinary Coulomb potential in uniform silicon. Replacing \(|z-d|\) by any positive length \(s\) therefore gives

\[
\int\frac{d^2k}{(2\pi)^2}e^{i\mathbf k\cdot\boldsymbol\rho}\frac{e^{-ks}}{2k}=\frac{1}{4\pi\sqrt{\rho^2+s^2}} .
\]

For the reflected part \(s=z+d\). Hence, in silicon,

\[
\phi=\frac{q}{4\pi\varepsilon_0\varepsilon_s}\left[\frac1{\sqrt{\rho^2+(z-d)^2}}+\frac{Q}{\sqrt{\rho^2+(z+d)^2}}\right],
\]

and in the oxide

\[
\phi=\frac{2q}{4\pi\varepsilon_0(\varepsilon_s+\varepsilon_o)\sqrt{\rho^2+(z-d)^2}} .
\]

Seen from silicon, the interface acts as an image charge \(Qq\) at \(z=-d\). Since \(\varepsilon_s>\varepsilon_o\), the image has the same sign as its source and repels it. If \(\varepsilon_o=\varepsilon_s\) the image vanishes. If \(\varepsilon_o\to\infty\), then \(Q\to-1\) and the metal's image returns.

## 3. Energy of the donor and electron

Let the donor ion be \(+e\) at depth \(d\), and the electron \(-e\) at depth \(z\) and lateral distance \(\rho\). Define

\[
C=\frac{e^2}{4\pi\varepsilon_0\varepsilon_s}.
\]

The part of the potential caused by the interface, per unit source charge, is

\[
G(\mathbf r,\mathbf r')=\frac{Q}{4\pi\varepsilon_0\varepsilon_s}\frac1{\sqrt{|\boldsymbol\rho-\boldsymbol\rho'|^2+(z+z')^2}},
\]

which is symmetric in its two points.

Build up all charges together as \(\lambda q_i\), with \(\lambda\) running from 0 to 1. By linearity the interface potential at charge \(i\) is then \(\lambda\sum_jG_{ij}q_j\), and adding \(q_i\,d\lambda\) costs that potential times \(q_i\,d\lambda\). Thus

\[
W=\int_0^1\lambda\,d\lambda\sum_{ij}q_iq_jG_{ij}=\frac12\sum_{ij}q_iq_jG_{ij}.
\]

The direct Coulomb energy, including the infinite self-energy of a point charge, is the same as in uniform silicon and is left out of \(W\). Now write out the four terms:

- electron with its own image: \(\frac12(-e)^2G(\mathbf r_e,\mathbf r_e)=\frac12\,QC/(2z)\);
- donor with its own image: \(\frac12e^2G(\mathbf r_d,\mathbf r_d)=\frac12\,QC/(2d)\);
- electron with the donor's image, and donor with the electron's image: two equal terms, each \(-\frac12QC/\sqrt{\rho^2+(z+d)^2}\).

The last two add to one full interaction. The result is

\[
\boxed{W=\frac{QC}{4z}-\frac{QC}{\sqrt{\rho^2+(z+d)^2}}+\frac{QC}{4d}} .
\]

For a fixed donor, the electron's potential energy is the direct term \(-C/\sqrt{\rho^2+(z-d)^2}\) plus the first two terms of \(W\). The third is a constant in the electron's Schrödinger equation. It matters when the total energies of donors at different depths are compared, but it cancels from the difference between the neutral and ionized states of one donor.

Using \(QC/(4z)\) as a potential in that equation assumes that the polarization follows the electron's motion. Section 8 considers the limiting case of an oxide that responds only with its fast permittivity.

## 4. The half from work and from field energy

**Work.** Hold the electron's image in place and displace the electron to a test depth \(z'\). Its energy in the potential of that image is \(QC/(z'+z)\), so the force is

\[
F=-\left.\frac{\partial}{\partial z'}\frac{QC}{z'+z}\right|_{z'=z}=\frac{QC}{4z^2}.
\]

When the electron really moves, its image moves too. The work needed to bring it from deep silicon is

\[
\int_z^\infty\frac{QC}{4x^2}\,dx=\frac{QC}{4z}.
\]

The donor's image stays fixed while the electron moves, so its energy has no such half.

**Field energy.** Take one charge \(q\) at depth \(d\), and set \(\lambda_q=q/(4\pi\varepsilon_0\varepsilon_s)\). Let \(r_1\) and \(r_2\) be the distances from the charge and from its image, and let \(\mathbf e_i=-\nabla(1/r_i)\). The field is \(\lambda_q(\mathbf e_1+Q\mathbf e_2)\) in silicon and \(\lambda_q(1+Q)\mathbf e_1\) in oxide. Also \(\varepsilon_o=\varepsilon_s(1-Q)/(1+Q)\). Subtracting the field energy of uniform silicon gives

\[
\Delta U=\frac{\varepsilon_0\varepsilon_s\lambda_q^2}{2}\left\{\int_{z>0}(2Q\mathbf e_1\cdot\mathbf e_2+Q^2e_2^2)\,dV+\int_{z<0}[(1-Q^2)-1]e_1^2\,dV\right\}.
\]

Reflection in the plane exchanges \(\mathbf e_1\) and \(\mathbf e_2\) up to a reflection of their direction, so the \(Q^2\) terms cancel. For the rest, \(\nabla^2(1/r_1)=-4\pi\delta(\mathbf r-\mathbf r_d)\) gives

\[
\mathbf e_1\cdot\mathbf e_2=\nabla\cdot\left(\frac1{r_2}\nabla\frac1{r_1}\right)+\frac{4\pi}{r_2}\delta(\mathbf r-\mathbf r_d).
\]

The delta function contributes \(4\pi/(2d)\). On the plane the outward normal is \(-\hat{\mathbf z}\) and \(r_1=r_2\), so the surface contributes

\[
-d\int_0^\infty\frac{2\pi\rho\,d\rho}{(\rho^2+d^2)^2}=-\frac{\pi}{d}.
\]

The sum is \(\pi/d\), and

\[
\Delta U=\varepsilon_0\varepsilon_s\lambda_q^2Q\frac{\pi}{d}=\frac{Qq^2}{16\pi\varepsilon_0\varepsilon_sd}.
\]

This is the self-image energy again, obtained from the field in both materials.

## 5. A compact orbital around the donor

Let the electron be at \((x,y,d+\zeta)\), with \(r^2=x^2+y^2+\zeta^2\) and typical \(r\ll d\). To second order,

\[
\frac1{4(d+\zeta)}=\frac1{4d}-\frac{\zeta}{4d^2}+\frac{\zeta^2}{4d^3}.
\]

The squared distance to the donor image is \(4d^2(1+\delta)\), where \(\delta=\zeta/d+r^2/(4d^2)\). Using \((1+\delta)^{-1/2}=1-\delta/2+3\delta^2/8\),

\[
\frac1{\sqrt{x^2+y^2+(2d+\zeta)^2}}=\frac1{2d}-\frac{\zeta}{4d^2}+\frac{3\zeta^2-r^2}{16d^3}.
\]

Subtract the second expansion from the first. The linear terms cancel: at the donor, repulsion by the electron's image balances attraction by the donor's image. Since \(4\zeta^2-3\zeta^2+r^2=x^2+y^2+2\zeta^2\), the first-order shift of the electron's energy is

\[
\Delta E_e=QC\left[-\frac1{4d}+\frac{\langle x^2+y^2+2\zeta^2\rangle}{16d^3}\right].
\]

Adding the donor self-image energy \(QC/(4d)\) removes the \(1/d\) term. To this order, a neutral donor keeps only the dipole term, which is positive here. Without the half in both self-energies, the sum of the \(1/d\) terms would be \(QC(1/2-1/2+1/2)/d\), and a neutral object would wrongly retain a monopole energy.

For a spherical orbital with density \(e^{-2r/a}/(\pi a^3)\),

\[
\langle r^2\rangle=\frac4{a^3}\int_0^\infty r^4e^{-2r/a}dr=\frac4{a^3}\,24\left(\frac a2\right)^5=3a^2 .
\]

Each squared coordinate averages to \(a^2\), so the dipole term is \(QCa^2/(4d^3)\).

The expansion requires negligible density near the plane. There \(1/z\) diverges, and the orbital must be solved with the oxide barrier included.

## 6. A donor 10 nm below the oxide

Take as model inputs the permittivities \(\varepsilon_s=11.7\) and \(\varepsilon_o=3.9\), close to those of silicon and silicon dioxide, with no gate above the donor. Then

\[
Q=\frac{7.8}{15.6}=0.500,\qquad C=123.07\ \text{meV nm}.
\]

For an electron at the donor's depth, the self-image energy is

\[
\frac{0.500\times123.07}{4\times10}=1.538\ \text{meV}.
\]

The donor-image energy at the donor site is \(-0.500\times123.07/20=-3.077\) meV. The electron's monopole shift is their sum, \(-1.538\) meV. Had the half been omitted, the self-image energy would be 3.077 meV and this shift would vanish.

On the axis through the donor, the energies in meV are:

| \(z\) (nm) | direct | self-image | donor image |
|---|---:|---:|---:|
| 5 | −24.615 | 3.077 | −4.102 |
| 15 | −24.615 | 1.026 | −2.461 |

Added before rounding, the two image terms give \(-1.026\) meV at 5 nm and \(-1.436\) meV at 15 nm, both weaker than at the donor. Indeed, the derivative of \(1/(4z)-1/(z+d)\) vanishes when \(z+d=2z\), that is, at \(z=d\), where the sum is lowest. The sum itself changes sign when \(z+d=4z\), at \(z=d/3\); nearer the plane, the positive self-image energy is the larger of the two. The force from the two images along the axis changes direction at \(z=d\), where the sum is lowest, and not where the sum is zero.

A three-dimensional test puts the electron at 5 nm depth and 6 nm lateral distance from the donor. The boxed formula gives

\[
3.077+1.538-\frac{61.53}{\sqrt{6^2+15^2}}=0.806\ \text{meV}.
\]

Numerical integration of the field energy of both charges, less that in uniform silicon, gives 0.80623 meV, as does the unrounded formula.

For the orbital, use a single mass \(m\) given by \(3/m=2/m_t+1/m_l\), with model inputs \(m_t=0.190\,m_e\) and \(m_l=0.916\,m_e\) across and along the valley axis. This gives \(m=0.2582\,m_e\). In the potential \(-C/r\) the bulk radius is \(a=\hbar^2/(mC)=2.398\) nm and the bulk binding energy is \(C/(2a)=25.66\) meV. The dipole term is

\[
\frac{61.53\times2.398^2}{4\times10^3}=0.088\ \text{meV},
\]

so \(\Delta E_e=-1.538+0.088=-1.450\) meV.

A variational diagonalization with an infinite wall at \(z=0\) gives an image shift of \(-1.431\) meV, with the wall held fixed in the comparison. It differs from the first-order value by about 1.3% of the shift. For the neutral donor, whose \(1/d\) terms cancel, the same 0.019 meV is about a fifth of the dipole term. That difference combines higher terms, the changed density near the wall and relaxation of the orbital; they were not separated. The wall alone raises the energy by 0.050 meV. Together, wall and images lower the electron's energy by 1.38 meV relative to bulk.

Relative to a free electron deep in silicon, the donor at 10 nm depth therefore binds more strongly than in bulk. The ionized donor left behind has a self-image energy of 1.538 meV, while most of that cost is absent for the neutral donor. Much closer to the plane the result reverses in this model, because the wall raises the energy by more than the images lower it.

## 7. A metal gate changes the image

Now put a grounded metal at \(z=-t\), behind oxide of thickness \(t\). In the oxide the potential must vanish at the metal, so \(\phi_k=AB e^{-kd}\sinh[k(z+t)]\). The conditions at \(z=0\) are

\[
1+R=B\sinh kt,\qquad \varepsilon_s(1-R)=\varepsilon_oB\cosh kt.
\]

Dividing the second by the first and solving for \(R\),

\[
R(k)=\frac{\varepsilon_s\tanh kt-\varepsilon_o}{\varepsilon_s\tanh kt+\varepsilon_o}.
\]

For \(kt\gg1\), \(R\to Q\). As \(kt\to0\), \(R\to-1\): fields of very long wavelength see the metal. The electron's self-energy at the donor depth is \(\frac C2\int_0^\infty R e^{-2kd}dk\), and its donor-image energy is minus twice that. Their sum is

\[
\Delta E_{\rm mono}=-\frac C2\int_0^\infty R(k)e^{-2kd}\,dk .
\]

At the same 10 nm donor depth, this is \(-1.243\) meV for 100 nm of oxide and \(+0.244\) meV for 10 nm. The distant gate still reduces the ungated magnitude of 1.538 meV by 19%. The near gate reverses its sign. A gate bias would add its own applied potential, which is not included here.

## 8. Setting the model beside a real device

The example resembles a phosphorus donor under silicon dioxide at low temperature. The permittivities are typical, but a device may have a gate close to the donor. That breaks the thick-oxide assumption and, for the 10 nm oxide above, moves the monopole shift by 1.78 meV. Among the changes to the image terms estimated here for this donor, it is the largest. Fixed oxide charge adds a separate potential, estimated below for an oxide without a gate; a nearby gate screens it.

Other omissions have different sizes:

- **Orbital shape.** With the two input masses \(0.190\,m_e\) and \(0.916\,m_e\) kept separate, an ellipsoidal variational orbital has radii 2.438 and 1.400 nm. Its shift is \(-1.478\) meV for a valley axis normal to the plane and \(-1.462\) meV for one in the plane. These are first-order values without the wall, and their difference is smaller than the 0.019 meV error of that expansion found in Section 6. The wall matters more: a valley with its axis in the plane has the light mass, and so the longer tail, normal to the interface, and the wall separates the two orientations by more than this difference. Valley mixing is omitted.
- **Central cell.** Phosphorus binds its electron by roughly 45 meV, more than either effective-mass model gives. Keeping the exponential orbital but using the corresponding decay length, 1.811 nm, as \(a\) reduces the dipole term from 0.088 to 0.050 meV. This is only a rough estimate, because the central cell also changes the orbital's shape.
- **Oxide response time.** A spherical mean electron density cancels the donor's monopole, so the neutral donor's dipole term comes from charge fluctuations. If the oxide follows them only with a rough fast permittivity of 2.1, with silicon unchanged, this term becomes 0.123 meV. This is an upper limit: the polar phonons of the oxide, at roughly 50 to 150 meV, are mostly faster than the donor's excitations, so a real oxide lies nearer the static value of 0.088 meV.
- **Fixed oxide charge.** A rough density of \(10^{10}\ \text{cm}^{-2}\) corresponds to one charge per square of side 100 nm. Without a gate, one elementary charge on the interface at a lateral distance of 100 nm changes an electron's potential energy at the donor by 1.84 meV in magnitude, more than the image shift. At this density the nearest charge is usually closer, about 50 nm on average for random positions, so its effect is typically about twice as large, and the more distant charges add to it. Much of this is a common shift of the donor level and the local band edge, so its importance depends on the energy reference.

At 4.2 K the thermal energy is 0.362 meV, well below the binding energy. The field in the oxide directly above an isolated ionized donor is 0.0185 MV/cm, far below a rough breakdown field of 10 MV/cm.

The image formula itself fails close to the plane. At 0.3 nm it gives a self-energy of 51.3 meV, at a distance comparable with atomic spacings. On the oxide side the two permittivities exchange roles and \(Q\) changes sign, so the ideal potential diverges downward there. A real interface has a finite width and a barrier of roughly 3.1 eV. With a rough oxide mass of \(0.4\,m_e\), the electron amplitude decays over 0.175 nm in the oxide. For a donor whose orbital has appreciable density in this region, the image terms alone are therefore not a reliable description of the interface.

## Computed results

```
silicon relative permittivity (rough): 11.7
oxide relative permittivity (rough): 3.9
image factor Q: 0.500
Coulomb constant C in silicon: 123.07 meV nm
donor depth: 10.0 nm
direct attraction, on axis z=5 nm: -24.615 meV
electron self-image, z=5 nm: 3.077 meV
donor-image energy, z=5 nm: -4.102 meV
direct attraction, on axis z=15 nm: -24.615 meV
electron self-image, z=15 nm: 1.026 meV
donor-image energy, z=15 nm: -2.461 meV
electron self-image at donor depth: 1.538 meV
same from work of the force: 1.538 meV
same if the half were omitted: 3.077 meV
donor-image energy of electron at donor depth: -3.077 meV
electron monopole shift: -1.538 meV
donor self-image energy: 1.538 meV
field-energy test: electron depth: 5.0 nm
field-energy test: lateral distance: 6.0 nm
field-energy test: from field: 0.80623 meV
field-energy test: from images: 0.80623 meV
largest error of reflection factor: 9.8e-06
spherical effective mass: 0.2582 m_e
spherical donor radius: 2.398 nm
spherical bulk binding energy: 25.66 meV
dipole correction, spherical orbital: 0.0884 meV
first-order electron shift: -1.450 meV
first-order neutral-donor shift: 0.0884 meV
variational image shift: -1.431 meV
hard-wall confinement shift: 0.050 meV
variational basis change, order 3 to 4: 0.00006 meV
monopole shift, gate behind 10 nm oxide: 0.244 meV
monopole shift, gate behind 100 nm oxide: -1.243 meV
transverse silicon mass (rough): 0.190 m_e
longitudinal silicon mass (rough): 0.916 m_e
ellipsoid radius across valley axis: 2.438 nm
ellipsoid radius along valley axis: 1.400 nm
ellipsoid bulk binding energy: 29.58 meV
first-order shift, valley axis normal to plane: -1.4776 meV
first-order shift, valley axis in plane: -1.4623 meV
rough phosphorus binding energy: 45 meV
decay length at that binding: 1.811 nm
dipole correction with that length: 0.0504 meV
fast oxide permittivity (rough): 2.1
dipole correction with fast oxide: 0.1231 meV
self-image at 0.3 nm from plane: 51.3 meV
oxide barrier (rough): 3.1 eV
oxide electron mass (rough): 0.4 m_e
amplitude decay length in oxide: 0.175 nm
fixed oxide charge density (rough): 1e+10 per cm2
lateral distance of one fixed charge: 100 nm
its potential-energy size at donor: 1.837 meV
oxide field above ionized donor: 0.0185 MV/cm
oxide breakdown field (rough): 10 MV/cm
thermal energy at 4.2 K: 0.362 meV
```
